# Ewald forces on ions and their two separate sum rules

## The result

Consider $N$ ions with charges $Z_i$ at distinct positions $\boldsymbol\tau_i$ in a periodic cell of volume $\Omega$, with lattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G$. A uniform background neutralizes the cell, and the cell averages of the electrostatic potential and field are set to zero. Hartree atomic units are used. With $\boldsymbol\tau_{ij}=\boldsymbol\tau_i-\boldsymbol\tau_j$, $\mathbf d=\boldsymbol\tau_{ij}+\mathbf R$, $d=|\mathbf d|$ and a fixed splitting parameter $\eta>0$, the force on ion $i$ from the other ions and the background is $\mathbf F_i=\mathbf F_i^{\rm real}+\mathbf F_i^{\rm rec}$, where

$$\mathbf F_i^{\rm real}=Z_i\sum_{j\ne i}Z_j\sum_{\mathbf R}\left[\frac{\operatorname{erfc}(\eta d)}{d}+\frac{2\eta}{\sqrt\pi}e^{-\eta^2d^2}\right]\frac{\mathbf d}{d^2},\tag{1}$$

$$\mathbf F_i^{\rm rec}=\frac{4\pi Z_i}{\Omega}\sum_{\mathbf G\ne0}\mathbf G\,\frac{e^{-G^2/4\eta^2}}{G^2}\sum_jZ_j\sin(\mathbf G\cdot\boldsymbol\tau_{ij}).\tag{2}$$

For every $\eta$, the two parts obey separate sum rules:

$$\sum_i\mathbf F_i^{\rm real}=0,\qquad \sum_i\mathbf F_i^{\rm rec}=0.\tag{3}$$

In a plane-wave calculation with pseudopotentials the $Z_i$ are the valence charges of the ions. The force that the electrons exert on an ion is a further term, not treated here.

The first derivation differentiates the Ewald energy and obtains (3) from translation invariance. The second uses no energy: it finds the electric field at each ion and obtains (3) from inversion symmetry.

## First derivation: differentiate the energy

### The energy

Let $v(\mathbf r)$ be the periodic potential of one unit point charge per cell together with its background. Poisson's equation, $-\nabla^2v=4\pi\rho$, gives it the Fourier coefficients $4\pi/(\Omega G^2)$ for $\mathbf G\neq0$. The coefficient at $\mathbf G=0$ is zero by convention.

The energy per cell is half the sum of charge times potential, with the infinite interaction of each point charge with itself removed. The background adds nothing, because it multiplies the cell average of the potential, which is zero. Hence

$$E=\frac12\sum_{i\ne j}Z_iZ_jv(\boldsymbol\tau_{ij})+\frac{\xi}{2}\sum_iZ_i^2,\qquad \xi=\lim_{r\to0}\left[v(\mathbf r)-\frac1r\right].\tag{4}$$

To split $v$, take the short-ranged function $u(r)=\operatorname{erfc}(\eta r)/r$. The angular integral in its Fourier transform gives $4\pi\sin(Gr)/(Gr)$, and an integration by parts does the rest:

$$\hat u(G)=\frac{4\pi}{G}\int_0^\infty\sin(Gr)\operatorname{erfc}(\eta r)\,dr
=\frac{4\pi}{G}\left[\frac1G-\frac1G\frac{2\eta}{\sqrt\pi}\int_0^\infty\cos(Gr)e^{-\eta^2r^2}dr\right].$$

The last integral is $(\sqrt\pi/2\eta)\,e^{-G^2/4\eta^2}$, so

$$\hat u(G)=\frac{4\pi}{G^2}\left(1-e^{-G^2/4\eta^2}\right),\qquad \hat u(0)=\frac{\pi}{\eta^2}.$$

The periodic function $\sum_{\mathbf R}u(|\mathbf r+\mathbf R|)$ has Fourier coefficients $\hat u(G)/\Omega$. To reach the coefficients of $v$, one must add the Gaussian-damped part for $\mathbf G\ne0$ and remove the average:

$$v(\mathbf r)=\sum_{\mathbf R}u(|\mathbf r+\mathbf R|)+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\Omega\eta^2}.\tag{5}$$

For $\xi$, the $\mathbf R=0$ term minus $1/r$ is $-\operatorname{erf}(\eta r)/r$, which tends to $-2\eta/\sqrt\pi$. The other terms of (5) are evaluated at $\mathbf r=0$. Inserting (5) into (4) gives $E=E_{\rm real}+E_{\rm rec}+E_{\rm const}$ with

$$E_{\rm real}=\frac12\sum_{ij}Z_iZ_j{\sum_{\mathbf R}}'u(|\boldsymbol\tau_{ij}+\mathbf R|),\tag{6}$$

$$E_{\rm rec}=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}|S(\mathbf G)|^2,\qquad S(\mathbf G)=\sum_jZ_je^{i\mathbf G\cdot\boldsymbol\tau_j},\tag{7}$$

$$E_{\rm const}=-\frac{\eta}{\sqrt\pi}\sum_iZ_i^2-\frac{\pi}{2\Omega\eta^2}\Big(\sum_iZ_i\Big)^2.\tag{8}$$

The prime omits $\mathbf R=0$ when $i=j$. Equation (7) uses $|S|^2=\sum_{ij}Z_iZ_je^{i\mathbf G\cdot\boldsymbol\tau_{ij}}$. The total $E$ does not depend on $\eta$, because $v$ does not.

### The real-space force

As long as no two ions coincide, the terms of (6) and (7) and their gradients are bounded, near any given configuration, by convergent series with Gaussian decay. The sums may therefore be differentiated term by term. $E_{\rm const}$ contains no positions and gives no force.

The radial derivative of $u$ is

$$u'(r)=-\frac{\operatorname{erfc}(\eta r)}{r^2}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r},\tag{9}$$

and $\nabla u(\mathbf x)=u'(x)\,\mathbf x/x$ is an odd function of $\mathbf x$. Ion $k$ occurs in (6) as the first index and as the second. The terms with $i=j=k$ depend on $|\mathbf R|$ alone, since an ion and its images move together, and they drop out. What remains is

$$\frac{\partial E_{\rm real}}{\partial\boldsymbol\tau_k}=\frac12\sum_{j\ne k}Z_kZ_j\sum_{\mathbf R}\Big[\nabla u(\boldsymbol\tau_{kj}+\mathbf R)-\nabla u(\boldsymbol\tau_{jk}+\mathbf R)\Big].\tag{10}$$

The minus sign arises because $\boldsymbol\tau_k$ enters $\boldsymbol\tau_{jk}$ negatively. In the second term rename $\mathbf R\to-\mathbf R$, which maps the full lattice onto itself. Its argument becomes $-(\boldsymbol\tau_{kj}+\mathbf R)$, and since $\nabla u$ is odd, the second term equals the first. The factor $\tfrac12$ cancels:

$$\mathbf F_k^{\rm real}=-\frac{\partial E_{\rm real}}{\partial\boldsymbol\tau_k}=-Z_k\sum_{j\ne k}Z_j\sum_{\mathbf R}u'(d)\frac{\mathbf d}{d},\qquad \mathbf d=\boldsymbol\tau_{kj}+\mathbf R.$$

With (9) this is equation (1). Like charges repel: the bracket in (1) is positive, and $\mathbf d$ points from the image of ion $j$ to ion $k$.

### The reciprocal force

In $|S|^2$ the terms $(i,j)$ and $(j,i)$ are complex conjugates, so $|S|^2=\sum_{ij}Z_iZ_j\cos(\mathbf G\cdot\boldsymbol\tau_{ij})$. Ion $k$ again appears in both places:

$$\frac{\partial|S|^2}{\partial\boldsymbol\tau_k}=-Z_k\mathbf G\sum_jZ_j\sin(\mathbf G\cdot\boldsymbol\tau_{kj})+Z_k\mathbf G\sum_iZ_i\sin(\mathbf G\cdot\boldsymbol\tau_{ik})
=-2Z_k\mathbf G\sum_jZ_j\sin(\mathbf G\cdot\boldsymbol\tau_{kj}).$$

The last step uses $\sin(\mathbf G\cdot\boldsymbol\tau_{ik})=-\sin(\mathbf G\cdot\boldsymbol\tau_{ki})$. The term $j=k$ is zero and may stay in the sum. Multiplying by $-2\pi/\Omega$ and the Gaussian weight of (7) gives equation (2).

### The sum rules from translation invariance

Shift all ions by the same vector $\mathbf s$. The differences $\boldsymbol\tau_{ij}$ do not change, so $E_{\rm real}$ does not change. The structure factor becomes $e^{i\mathbf G\cdot\mathbf s}S(\mathbf G)$, whose modulus is the same, so $E_{\rm rec}$ does not change either. For each part separately, the chain rule gives

$$0=\left.\frac{\partial}{\partial\mathbf s}E_{\rm part}(\boldsymbol\tau_1+\mathbf s,\dots,\boldsymbol\tau_N+\mathbf s)\right|_{\mathbf s=0}=\sum_i\frac{\partial E_{\rm part}}{\partial\boldsymbol\tau_i}=-\sum_i\mathbf F_i^{\rm part},$$

which is (3).

## Second derivation: the field at each ion

### Splitting the charge

The force on a point charge is the charge times the field that all other charges produce at its position. Take the lattice of one ion, scaled to unit charge and placed at the origin, with its share of the background. Add and subtract a normalized Gaussian $g(r)=(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$ on every site:

$$\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega=\sum_{\mathbf R}\big[\delta(\mathbf r-\mathbf R)-g(\mathbf r-\mathbf R)\big]+\Big[\sum_{\mathbf R}g(\mathbf r-\mathbf R)-\frac1\Omega\Big].\tag{11}$$

### The field of the screened points

Each term of the first sum in (11) is a spherical neutral object, a point charge inside a cloud of opposite charge. By Gauss's law its field at distance $r$ is $q(r)/r^2$, directed outward, where $q(r)$ is the charge enclosed. With $t=\eta s$,

$$q(r)=1-\int_0^r4\pi s^2g(s)\,ds=1-\frac4{\sqrt\pi}\int_0^{\eta r}t^2e^{-t^2}dt.$$

Integration by parts gives $\int_0^xt^2e^{-t^2}dt=-\tfrac12xe^{-x^2}+\tfrac12\int_0^xe^{-t^2}dt$, so

$$q(r)=\operatorname{erfc}(\eta r)+\frac{2\eta r}{\sqrt\pi}e^{-\eta^2r^2}.\tag{12}$$

The bracket in (1) is therefore $q(d)/d$, and each term of (1) is Coulomb's law with the charge $Z_j$ reduced to $Z_jq(d)$. For $\eta d\ll1$ the integral gives $q\approx1-4(\eta d)^3/(3\sqrt\pi)$, which is nearly the bare force. For $\eta d\gg1$ the cloud hides the point charge.

The field of the whole lattice of screened points is

$$\mathbf e(\mathbf r)=\sum_{\mathbf R}q(|\mathbf r+\mathbf R|)\,\frac{\mathbf r+\mathbf R}{|\mathbf r+\mathbf R|^3}.\tag{13}$$

It converges absolutely away from the lattice sites. Its cell average is the integral of the field of one object over all space, divided by $\Omega$. That integral vanishes because the field is odd, so (13) meets the zero-average convention.

### The field of the Gaussians

The second bracket in (11) is smooth. Its Fourier coefficients are $e^{-G^2/4\eta^2}/\Omega$ for $\mathbf G\ne0$. At $\mathbf G=0$ the background cancels the Gaussians. Poisson's equation gives the potential coefficients $4\pi e^{-G^2/4\eta^2}/(\Omega G^2)$, and minus the gradient multiplies them by $-i\mathbf G$. The terms of $\mathbf G$ and $-\mathbf G$ combine through $-ie^{ix}+ie^{-ix}=2\sin x$, so that

$$\mathbf b(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\mathbf G\frac{e^{-G^2/4\eta^2}}{G^2}\sin(\mathbf G\cdot\mathbf r).\tag{14}$$

### The force and the sum rules

Ion $i$ feels $Z_iZ_j[\mathbf e(\boldsymbol\tau_{ij})+\mathbf b(\boldsymbol\tau_{ij})]$ from the lattice of every other ion $j$. Its own lattice exerts no force on it: the images at $\mathbf R$ and $-\mathbf R$ cancel in (13), its own Gaussian has no field at its centre, and $\mathbf b(0)=0$. Summing over $j$ gives (1) and (2).

Replacing $\mathbf R$ by $-\mathbf R$ in (13) shows that $\mathbf e(-\mathbf r)=-\mathbf e(\mathbf r)$. In the net real-space force each pair of ions then contributes

$$Z_iZ_j\left[\mathbf e(\boldsymbol\tau_{ij})+\mathbf e(\boldsymbol\tau_{ji})\right]=0,$$

which is Newton's third law within the real-space part. For the reciprocal part, write the sine sum in (2) as $\operatorname{Im}[e^{i\mathbf G\cdot\boldsymbol\tau_i}S^*(\mathbf G)]$. The sum over ions at one $\mathbf G$ is then proportional to

$$\sum_iZ_i\operatorname{Im}\big[e^{i\mathbf G\cdot\boldsymbol\tau_i}S^*(\mathbf G)\big]=\operatorname{Im}\big[S(\mathbf G)S^*(\mathbf G)\big]=0.\tag{15}$$

The cancellation holds for each $\mathbf G$ alone. The form with $S^*$ is also the one to program, since $S$ is computed once per $\mathbf G$ and no double sum over ions is needed.

## A worked example

The cell vectors are $(6,0,0)$, $(1,5,0)$ and $(0,0,7)$ bohr, so $\Omega=210$ bohr³. Three ions are placed as follows; all values are round model parameters.

| Ion | $Z$ | Position (bohr) |
|---|---|---|
| 1 | 1 | (0.4, 0.3, 0.5) |
| 2 | 3 | (2.9, 1.6, 2.6) |
| 3 | 4 | (4.4, 3.9, 5.0) |

**One real-space term.** Take $\eta=0.4$ bohr⁻¹, ions 1 and 2, and $\mathbf R=0$. Then $d^2=2.5^2+1.3^2+2.1^2=12.35$ bohr² and $d=3.5143$ bohr. The two terms in the bracket of (1) are 0.01332 and 0.06257 bohr⁻¹, so the pair force is $3\times0.07589/3.5143=0.0648$ Ha/bohr. The bare Coulomb force is $3/12.35=0.2429$ Ha/bohr. The enclosed fraction is thus $q=0.27$.

**One reciprocal term.** Take $\mathbf G=(0,0,0.8976)$ bohr⁻¹. The common factor in (2) is

$$\frac{4\pi}{210}\times0.8976\times\frac{e^{-0.8057/0.64}}{0.8057}=0.01893.$$

For ion 1 the phases are $-2.1\times0.8976$ and $-4.5\times0.8976$, with sines $-0.9511$ and $0.7818$. The $z$ force is $0.01893\,(-3\times0.9511+4\times0.7818)=0.0052$ Ha/bohr. For ions 2 and 3 it is $-0.1356$ and $0.1304$ Ha/bohr. The three add to zero, as (15) requires.

**Full sums.** The $z$ components, in Ha/bohr, are:

| Ion | real, $\eta=0.4$ | rec, $\eta=0.4$ | real, $\eta=0.6$ | rec, $\eta=0.6$ |
|---|---|---|---|---|
| 1 | −0.0124 | 0.0046 | −0.0032 | −0.0046 |
| 2 | −0.2105 | −0.2778 | −0.0217 | −0.4666 |
| 3 | 0.2229 | 0.2732 | 0.0249 | 0.4712 |

Each column adds to zero within the rounding of the table; before rounding, the largest net component of either part is below $10^{-16}$ Ha/bohr. For ion 2 the total is $-0.2105-0.2778=-0.4883$ Ha/bohr at the first $\eta$ and $-0.0217-0.4666=-0.4883$ Ha/bohr at the second, or $-25.11$ eV/Å. A larger $\eta$ makes the clouds tighter. In the table, going from $\eta=0.4$ to $0.6$ bohr⁻¹ shrinks the real-space part of each force and leaves more of the total to the reciprocal part. A single component need not change monotonically with $\eta$.

The numerical check tests each force part against finite differences of its own energy part. It also tests the total forces against a calculation without $\eta$, in which the Poisson series is summed in closed form along the third cell axis.

## What each derivation assumes

**The meaning of the force.** The first derivation moves ion $i$ and all its images together and differentiates the energy per cell. The second finds the force on a single ion at fixed positions. They agree because, when $M$ cells are displaced alike by $\delta\boldsymbol\tau_i$, the energy changes by $M\,\delta E$ and the work done by the forces is $M\,\mathbf F_i\cdot\delta\boldsymbol\tau_i$. Hence $\delta E=-\mathbf F_i\cdot\delta\boldsymbol\tau_i$.

**The splitting parameter.** The first derivation holds $\eta$ fixed during the displacement. If $\eta$ were tied to the positions, each energy part would acquire an extra gradient $(\partial E_{\rm part}/\partial\eta)\,\partial\eta/\partial\boldsymbol\tau_i$. This includes $E_{\rm const}$, which depends on $\eta$ through (8). The three extra terms cancel in the total, because $E$ does not depend on $\eta$; those of the real-space and reciprocal parts alone do not cancel in general. The second derivation needs no derivative with respect to positions, but its sum rules need the same Gaussian width for the field of $j$ at $i$ as for the field of $i$ at $j$. One width for all ions ensures this. So does any width per pair with $\eta_{ij}=\eta_{ji}$; both rules then follow pair by pair from the oddness of $\mathbf e$ and $\mathbf b$. If instead the lattice of each ion is split with its own width $\eta_i$, and $q_i$ denotes (12) at $\eta=\eta_i$, a pair would leave the real-space remainder

$$Z_iZ_j\sum_{\mathbf R}\big[q_j(d)-q_i(d)\big]\frac{\mathbf d}{d^3},$$

which is in general not zero. The total field would be unchanged, so the reciprocal part would carry the opposite remainder.

**Truncated sums.** Translation invariance holds for (6) with any fixed finite set of $\mathbf R$, so the gradient of the truncated energy obeys the sum rule. The inversion argument, and the step from (10) to (1), need the set of $\mathbf R$ used for the pair $(j,i)$ to be the negative of the set used for $(i,j)$. A cutoff on the distance $d$ meets this condition, although its set for one pair is in general not symmetric in $\mathbf R$. One fixed set for all pairs meets it when the set contains $-\mathbf R$ whenever it contains $\mathbf R$. The example shows the difference at $\eta=0.4$ bohr⁻¹. With the one-sided set consisting of $\mathbf R=0$ and the first cell vector, formula (1) gives the net force $(0.0217,-0.0092,-0.0131)$ Ha/bohr. The gradient of the equally truncated energy has zero net force; finite differences with a step of 0.01 bohr reproduce this to rounding error, of order $10^{-14}$ Ha/bohr. In reciprocal space (15) holds for each $\mathbf G$, so any set of $\mathbf G$ preserves the sum rule.

A vanishing net force is therefore no evidence of convergence. With $\mathbf R=0$ alone, which is a symmetric set, the net real-space force vanishes to rounding error. Yet the largest error in a force component is 0.17 Ha/bohr, while the largest component of the converged real-space forces is 0.22 Ha/bohr. Convergence has to be checked on the individual forces, by enlarging both sets or by changing $\eta$ and comparing the totals.

## Table of computed values

```
cell vector 1: 6.000000 0.000000 0.000000 bohr
cell vector 2: 1.000000 5.000000 0.000000 bohr
cell vector 3: 0.000000 0.000000 7.000000 bohr
cell volume: 210.000 bohr^3
ion 1, Z = 1, position: 0.400000 0.300000 0.500000 bohr
ion 2, Z = 3, position: 2.900000 1.600000 2.600000 bohr
ion 3, Z = 4, position: 4.400000 3.900000 5.000000 bohr
--- eta = 0.4 1/bohr
E_real: 0.400161 Ha
E_rec: 0.501487 Ha
E_const: -8.859565 Ha
E total: -7.957917 Ha
F_real ion 1: -0.031126 -0.005006 -0.012359 Ha/bohr
F_real ion 2: -0.079115 0.040502 -0.210513 Ha/bohr
F_real ion 3: 0.110241 -0.035496 0.222873 Ha/bohr
F_rec ion 1: -0.020106 0.004526 0.004592 Ha/bohr
F_rec ion 2: -0.113528 0.032956 -0.277828 Ha/bohr
F_rec ion 3: 0.133633 -0.037482 0.273236 Ha/bohr
largest net component, real: 5.6e-17 Ha/bohr
largest net component, rec: 2.8e-17 Ha/bohr
largest finite-difference error: 1.4e-10 Ha/bohr
--- eta = 0.6 1/bohr
E_real: 0.016680 Ha
E_rec: 2.156536 Ha
E_const: -10.131132 Ha
E total: -7.957917 Ha
F_real ion 1: -0.004804 -0.001851 -0.003159 Ha/bohr
F_real ion 2: -0.006294 0.004941 -0.021737 Ha/bohr
F_real ion 3: 0.011097 -0.003090 0.024896 Ha/bohr
F_rec ion 1: -0.046428 0.001371 -0.004609 Ha/bohr
F_rec ion 2: -0.186349 0.068517 -0.466604 Ha/bohr
F_rec ion 3: 0.232777 -0.069888 0.471213 Ha/bohr
largest net component, real: 3.5e-18 Ha/bohr
largest net component, rec: 2.8e-17 Ha/bohr
largest finite-difference error: 1.1e-10 Ha/bohr
--- totals and reference without eta
F total ion 1: -0.051231 -0.000480 -0.007768 Ha/bohr
F total ion 2: -0.192643 0.073458 -0.488341 Ha/bohr
F total ion 3: 0.243874 -0.072978 0.496109 Ha/bohr
F total ion 1: -2.634420 -0.024696 -0.399438 eV/angstrom
F total ion 2: -9.906105 3.777357 -25.111526 eV/angstrom
F total ion 3: 12.540525 -3.752660 25.510964 eV/angstrom
layer-sum energy: -7.957919 Ha
largest force difference to layer sum: 1.9e-16 Ha/bohr
--- single terms, eta = 0.4 1/bohr
distance ions 1-2, R = 0: 3.514257 bohr
erfc(eta d)/d: 0.013322 1/bohr
2 eta/sqrt(pi) exp(-eta^2 d^2): 0.062568 1/bohr
screened pair force: 0.064784 Ha/bohr
bare pair force Z1 Z2/d^2: 0.242915 Ha/bohr
G along z: 0.897598 1/bohr
z force from this one G, ions 1 2 3: 0.005190 -0.135582 0.130392 Ha/bohr
--- truncated real-space sums, eta = 0.4 1/bohr
R = 0 only, largest net component: 2.8e-17 Ha/bohr
R = 0 only, largest force error: 0.169336 Ha/bohr
R = 0 and +a1, net of force formula: 0.021732 -0.009245 -0.013096 Ha/bohr
R = 0 and +a1, largest net of energy gradient: 5.8e-15 Ha/bohr
```
